# Dipolar zero-field splitting of a triplet defect: size, sign and scaling: a numerical check

```python
"""
Result under test: two point electron spins a distance R apart, in a triplet,
have H = D (Sz^2 - 2/3), D = -(3/2) C / R^3, C = (mu0/4pi) g^2 muB^2 / h.
z joins the spins; D = E(m=+-1) - E(m=0), here in GHz; R is in nm.
Also tested: resonance fields, a triangular defect, finite electron clouds
(Gaussian and d-shaped), and a spin-orbit contribution with exchange J.
"""
import numpy as np
from scipy import constants as const
from scipy.special import erf
from pyscf import gto, scf

h, kB, qe = const.h, const.k, const.e
muB = const.physical_constants["Bohr magneton"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree_GHz = const.physical_constants["hartree-hertz relationship"][0] / 1e9
g_free = abs(const.physical_constants["electron g factor"][0])
GHz_per_eV = qe / h / 1e9


def coupling(g):
    """C in GHz nm^3."""
    return const.mu_0 / (4 * np.pi) * g**2 * muB**2 / h * 1e27 / 1e9


def D_point(R, g=g_free):
    return -1.5 * coupling(g) / R**3


R = 0.30
C = coupling(g_free)
D = D_point(R)

# Spin operators for two spins one half
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
spin = [sx, sy, sz]
one2 = np.eye(2)
s1 = [np.kron(s, one2) for s in spin]
s2 = [np.kron(one2, s) for s in spin]


def numerical_dipole_tensor(position, step=1e-4):
    """K in W = m1.K.m2, from W = -m2.curl(A), with mu0/4pi = 1."""
    K = np.zeros((3, 3))
    for a in range(3):
        moment = np.eye(3)[a]

        def A(r):
            return np.cross(moment, r) / np.linalg.norm(r)**3

        grad = np.array([(A(position + step * e) - A(position - step * e))
                         / (2 * step) for e in np.eye(3)])
        curl = np.array([grad[1, 2] - grad[2, 1],
                         grad[2, 0] - grad[0, 2],
                         grad[0, 1] - grad[1, 0]])
        K[a] = -curl
    return K


def dipole_hamiltonian(direction):
    K = numerical_dipole_tensor(direction)
    return C / R**3 * sum(K[a, b] * s1[a] @ s2[b]
                          for a in range(3) for b in range(3))


# Levels from the field of a moment, for a tilted pair axis
tilted = np.array([1.0, 2.0, -2.0]) / 3
levels = np.linalg.eigvalsh(dipole_hamiltonian(tilted))
expected = np.sort([D / 3, D / 3, -2 * D / 3, 0.0])
assert np.allclose(levels, expected, atol=1e-5)  # finite-difference error
axis_H = dipole_hamiltonian(np.array([0.0, 0.0, 1.0]))
T_plus = np.array([1, 0, 0, 0], complex)
T_zero = np.array([0, 1, 1, 0], complex) / np.sqrt(2)
D_from_states = (T_plus.conj() @ axis_H @ T_plus
                 - T_zero.conj() @ axis_H @ T_zero).real
assert abs(D_from_states - D) < 1e-5

# The same number by way of the fine-structure constant
D_atomic = (-1.5 * g_free**2 * const.alpha**2 / 4
            * (bohr_nm / R)**3 * hartree_GHz)
assert abs(D_atomic / D - 1) < 1e-7

# Resonance fields along the axis
nu = 9.5
zeeman = g_free * muB / h / 1e9  # GHz per tesla
fields = [(nu + D) / zeeman, (nu - D) / zeeman]
Sx_total, Sz_total = s1[0] + s2[0], s1[2] + s2[2]
for B in fields:
    E, V = np.linalg.eigh(axis_H + zeeman * B * Sz_total)
    strength = abs(V.conj().T @ Sx_total @ V)**2
    allowed = [E[j] - E[i] for i in range(4) for j in range(i + 1, 4)
               if strength[i, j] > 0.1]
    assert min(abs(np.array(allowed) - nu)) < 1e-5
line_separation = 2 * abs(D) / zeeman
assert abs(fields[1] - fields[0] - line_separation) < 1e-10

# Triplet in the degenerate orbital pair of an equilateral triangle
sites = R * np.array([[0, 0, 0], [1, 0, 0], [0.5, np.sqrt(3) / 2, 0]])
orb_x = np.array([2, -1, -1]) / np.sqrt(6)
orb_y = np.array([0, 1, -1]) / np.sqrt(2)
pair_amplitude = (np.outer(orb_x, orb_y) - np.outer(orb_y, orb_x)) / np.sqrt(2)
tensor = np.zeros((3, 3))
for i in range(3):
    for j in range(3):
        if i != j:
            d = sites[i] - sites[j]
            L = np.linalg.norm(d)
            n = d / L
            tensor += (pair_amplitude[i, j]**2 * C / (2 * L**3)
                       * (np.eye(3) - 3 * np.outer(n, n)))
D_triangle = 1.5 * tensor[2, 2]
assert abs(D_triangle - 0.75 * C / R**3) < 1e-10
assert abs(tensor[0, 0] - tensor[1, 1]) < 1e-10


# Antisymmetrized Gaussian orbitals: closed form against quadrature
def gaussian_factor(a):
    direct = erf(a) - 2 / np.sqrt(np.pi) * a * np.exp(-a*a) * (1 + 2*a*a/3)
    return direct / (1 - np.exp(-a * a))


def gaussian_quadrature_factor(a):
    sigma = 1 / (2 * a)  # separation is the unit of length
    x, wx = np.polynomial.legendre.leggauss(160)
    t, wt = np.polynomial.legendre.leggauss(300)
    r_max = 1 + 12 * sigma
    r, wr = r_max * (t + 1) / 2, r_max * wt / 2
    rr, cc = r[:, None], x[None, :]
    plus = np.exp(-(rr**2 + 1 - 2 * rr * cc) / (8 * sigma**2))
    minus = np.exp(-(rr**2 + 1 + 2 * rr * cc) / (8 * sigma**2))
    density = (plus - minus)**2
    weight = wr[:, None] * wx[None, :]
    norm = np.sum(weight * density * rr**2)
    return np.sum(weight * density * (3 * cc**2 - 1) / 2 / rr) / norm


for a in (0.8, 1.5, 3.0):
    assert abs(gaussian_factor(a) - gaussian_quadrature_factor(a)) < 1e-7

# Free Ti3+ ion with its single d electron in the xy orbital
ion = gto.M(atom="Ti 0 0 0", charge=3, spin=1, basis="def2-tzvp",
            symmetry="D2h", verbose=0)
mf = scf.ROHF(ion)
mf.irrep_nelec = {"Ag": (3, 3), "B1u": (2, 2), "B2u": (2, 2),
                  "B3u": (2, 2), "B1g": (1, 0)}
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
open_shell = np.asarray(mf.mo_coeff)[:, np.asarray(mf.mo_occ) == 1]
assert open_shell.shape[1] == 1
orbital = open_shell[:, 0]
moments = np.einsum("xij,i,j->x", ion.intor("int1e_rr"), orbital, orbital)
moments = moments.reshape(3, 3)
r2_bohr = np.trace(moments)
P2_xy = (3 * moments[2, 2] / r2_bohr - 1) / 2
assert abs(P2_xy + 2 / 7) < 1e-6
r_rms = np.sqrt(r2_bohr) * bohr_nm
sigma_ion = r_rms / np.sqrt(3)
ion_gaussian_factor = gaussian_factor(R / (2 * sigma_ion))
wide_sigma = 0.10
wide_factor = gaussian_factor(R / (2 * wide_sigma))

# Two d-shaped clouds, each on a spherical shell, averaged about the axis
P2_d = {0: 2 / 7, 1: 1 / 7, 2: -2 / 7}


def d_shell_factor(m, ratio):
    """Average zz dipole tensor over its point value; ratio = radius/R."""
    c, w = np.polynomial.legendre.leggauss(24)
    s = np.sqrt(1 - c * c)
    shape = {0: (3 * c*c - 1)**2, 1: s*s * c*c, 2: s**4}[m]
    p = w * shape / np.sum(w * shape)
    phi = 2 * np.pi * np.arange(40) / 40
    ca, cb, f = c[:, None, None], c[None, :, None], phi[None, None, :]
    sa, sb = s[:, None, None], s[None, :, None]
    dz = 1 + ratio * (cb - ca)
    dx = ratio * (sb * np.cos(f) - sa)
    dy = ratio * sb * np.sin(f)
    d2 = dx**2 + dy**2 + dz**2
    kernel = (3 * dz**2 - d2) / (2 * d2**2.5)
    return np.einsum("i,j,ijk->", p, p, kernel) / len(phi)


def d_leading_factor(m, ratio):
    return 1 + 12 * P2_d[m] * ratio**2


for m in P2_d:
    small = d_shell_factor(m, 0.02) - d_leading_factor(m, 0.02)
    double = d_shell_factor(m, 0.04) - d_leading_factor(m, 0.04)
    assert abs(double / small - 16) < 1  # remainder is of fourth order
cloud_ratio = r_rms / R

# Spin-orbit part: two orbitals and one spin on each ion, energies in eV
gap, lam, J = 1.0, 0.025, -0.010
Lz = np.array([[0, -1j], [1j, 0]])
ion_H = np.kron(np.diag([0, gap]), one2) + lam * np.kron(Lz, sz)
small_field = 1e-4  # muB times B, in eV
field_H = ion_H + small_field * (np.kron(Lz, one2) + 2 * np.kron(one2, sz))
ion_levels = np.linalg.eigvalsh(field_H)
g_shift_numeric = (ion_levels[1] - ion_levels[0]) / small_field - 2
g_shift = -2 * lam / gap
assert abs(g_shift_numeric / g_shift - 1) < 0.01  # higher orders in lam/gap
one4 = np.eye(4)
pair_H = np.kron(ion_H, one4) + np.kron(one4, ion_H)
for s in spin:
    local = np.kron(one2, s)
    pair_H = pair_H + J * np.kron(local, local)
local_z = np.kron(one2, sz)
m_values = np.diag(np.kron(local_z, one4) + np.kron(one4, local_z)).real


def lowest(m):
    keep = np.where(abs(m_values - m) < 1e-9)[0]
    return np.linalg.eigvalsh(pair_H[np.ix_(keep, keep)])[0]


D_so_numeric = (lowest(1) - lowest(0)) * GHz_per_eV
D_so = J * g_shift**2 / 8 * GHz_per_eV
assert abs(D_so_numeric / D_so - 1) < 0.03  # higher orders in J/gap
J_equal = 8 * abs(D) / GHz_per_eV / g_shift**2

# The claimed scale and sign
assert D < 0 and abs(abs(D) - 2.9) < 0.05

print(f"Separation R: {R:.2f} nm")
print(f"Free-electron g-factor: {g_free:.5f}")
print(f"Dipolar constant C: {C * 1000:.3f} MHz nm^3")
print(f"C/R^3: {C / R**3:.4f} GHz")
print(f"D of the point pair: {D:.4f} GHz")
print(f"D by the atomic-unit formula: {D_atomic:.4f} GHz")
print(f"|D| as energy: {abs(D) / GHz_per_eV * 1e6:.2f} microeV")
print(f"|D| as temperature: {abs(D) * 1e9 * h / kB:.4f} K")
print(f"Triplet level m=+-1: {D / 3:.4f} GHz")
print(f"Triplet level m=0: {-2 * D / 3:.4f} GHz")
print(f"Microwave frequency: {nu:.2f} GHz")
print(f"Zeeman factor g muB/h: {zeeman:.3f} GHz/T")
print(f"Lower resonance field: {fields[0] * 1000:.1f} mT")
print(f"Upper resonance field: {fields[1] * 1000:.1f} mT")
print(f"Line separation: {line_separation * 1000:.1f} mT")
print(f"D of triangle with side R: {D_triangle:.4f} GHz")
for distance in (0.28, 0.32):
    print(f"D at R = {distance:.2f} nm: {D_point(distance):.3f} GHz")
g_low = 1.95
print(f"D with g = {g_low:.2f}: {D_point(R, g_low):.3f} GHz")
print(f"Ti3+ 3d mean square radius (ROHF): {r2_bohr:.3f} bohr^2")
print(f"Ti3+ 3d rms radius (ROHF): {r_rms:.4f} nm")
print(f"Computed <P2> of the xy orbital: {P2_xy:.4f} (no unit)")
print(f"Gaussian width matched to Ti3+: {sigma_ion:.4f} nm")
print(f"Gaussian a matched to Ti3+: {R / (2 * sigma_ion):.3f} (no unit)")
print(f"Gaussian D/D_point - 1, Ti3+: {ion_gaussian_factor - 1:.2e} (no unit)")
print(f"Gaussian D/D_point, width {wide_sigma:.2f} nm: {wide_factor:.4f}")
for m in P2_d:
    lead, full = d_leading_factor(m, cloud_ratio), d_shell_factor(m, cloud_ratio)
    print(f"d clouds |m|={m}, D/D_point: leading {lead:.3f}, shell {full:.3f}")
    print(f"d clouds |m|={m}, shell-model D: {D * full:.3f} GHz")
print(f"Orbital gap: {gap:.2f} eV")
print(f"Spin-orbit coupling lambda: {lam * 1000:.1f} meV")
print(f"Exchange J: {J * 1000:.1f} meV")
print(f"g shift, formula: {g_shift:.4f} (no unit)")
print(f"g shift, diagonalization: {g_shift_numeric:.4f} (no unit)")
print(f"Spin-orbit D, formula: {D_so:.4f} GHz")
print(f"Spin-orbit D, diagonalization: {D_so_numeric:.4f} GHz")
print(f"Spin-orbit D / dipolar D: {D_so / D:.3f} (no unit)")
print(f"|J| for equal contributions: {J_equal * 1000:.1f} meV")
print("all assertions hold")
```

Running it gives:

```
Separation R: 0.30 nm
Free-electron g-factor: 2.00232
Dipolar constant C: 52.041 MHz nm^3
C/R^3: 1.9274 GHz
D of the point pair: -2.8912 GHz
D by the atomic-unit formula: -2.8912 GHz
|D| as energy: 11.96 microeV
|D| as temperature: 0.1388 K
Triplet level m=+-1: -0.9637 GHz
Triplet level m=0: 1.9274 GHz
Microwave frequency: 9.50 GHz
Zeeman factor g muB/h: 28.025 GHz/T
Lower resonance field: 235.8 mT
Upper resonance field: 442.1 mT
Line separation: 206.3 mT
D of triangle with side R: 1.4456 GHz
D at R = 0.28 nm: -3.556 GHz
D at R = 0.32 nm: -2.382 GHz
D with g = 1.95: -2.742 GHz
Ti3+ 3d mean square radius (ROHF): 1.911 bohr^2
Ti3+ 3d rms radius (ROHF): 0.0732 nm
Computed <P2> of the xy orbital: -0.2857 (no unit)
Gaussian width matched to Ti3+: 0.0422 nm
Gaussian a matched to Ti3+: 3.551 (no unit)
Gaussian D/D_point - 1, Ti3+: -1.23e-04 (no unit)
Gaussian D/D_point, width 0.10 nm: 0.5814
d clouds |m|=0, D/D_point: leading 1.204, shell 1.278
d clouds |m|=0, shell-model D: -3.694 GHz
d clouds |m|=1, D/D_point: leading 1.102, shell 1.085
d clouds |m|=1, shell-model D: -3.136 GHz
d clouds |m|=2, D/D_point: leading 0.796, shell 0.825
d clouds |m|=2, shell-model D: -2.385 GHz
Orbital gap: 1.00 eV
Spin-orbit coupling lambda: 25.0 meV
Exchange J: -10.0 meV
g shift, formula: -0.0500 (no unit)
g shift, diagonalization: -0.0500 (no unit)
Spin-orbit D, formula: -0.7556 GHz
Spin-orbit D, diagonalization: -0.7477 GHz
Spin-orbit D / dipolar D: 0.261 (no unit)
|J| for equal contributions: 38.3 meV
all assertions hold
```
